# A metal-insulator transition in GeSb2Te4 without band-gap closure

## What dimensions allow

Consider electrons that hop with amplitude $t$ between sites whose energies are random, spread over a width $W$. At the centre of the spectrum, $E=0$, these are the only two energies. The density of states per site and spin, $n$, is an inverse energy, whereas the transmission $T$ through a cube of side $L$ lattice spacings is a pure number. Therefore

$$n(0)=\frac1W\,F\!\left(\frac tW\right),\qquad T=\Phi\!\left(\frac tW,L\right).$$

For $t=0$ the levels are the site energies themselves. If these are distributed uniformly, $F(0)=1$, yet nothing is transmitted. Strong disorder can thus suppress transport while the density of states approaches $1/W$, not zero. What must be shown is that this separation survives when $t$ is finite.

It matters for crystalline GeSb$_2$Te$_4$, whose resistance changes from insulating to metallic on annealing. The tempting inference is that a band gap has closed. In the disordered rocksalt-like crystal, tellurium fills one sublattice, while germanium, antimony and vacancies share the other. Four Te atoms come with three cations, so one site in four of the second sublattice is empty. If annealing orders these sites, it weakens the disorder. The model below gives numerical evidence that this can suffice for a transition. It does not prove that this is what happens in the material.

## The counter-example

Take a simple cubic lattice with $z=6$ neighbours per site and

$$H=\sum_i\varepsilon_i|i\rangle\langle i|-t\sum_{\langle ij\rangle}\bigl(|i\rangle\langle j|+|j\rangle\langle i|\bigr).$$

The $\varepsilon_i$ are independent and uniform on $[-W/2,W/2]$. Electrons do not interact, and $n(E)$ is averaged over disorder. The algebra uses atomic units. An insulator here means zero conductance in the limit of zero temperature and infinite size; the sign of the resistivity's temperature slope is not the criterion.

To measure transport at $E=0$, take a cube that is periodic in two directions and attach a semi-infinite chain with hopping $t$ to every site of the two faces that end the third. On a chain, $E=-2t\cos k=0$ gives $k=\pi/2$. Send a unit wave towards face site $x$. At distance $m$ from $x$ the amplitude is $\psi_m=e^{-ikm}+re^{ikm}$, with $\psi_0=1+r=\psi(x)$. Hence

$$\psi_1=-i+ir=i\psi(x)-2i.$$

The equation at $x$ is $0=(H\psi)(x)-t\psi_1$, or

$$(-H\psi)(x)+it\,\psi(x)=2it.$$

Each chain therefore adds $-it$ to the energy of its face site. With $G=(-H-\Sigma_{\rm leads})^{-1}$, the amplitude at a site $y$ on the far face is $2itG(y,x)$. The outgoing wave has the same speed as the incoming one, so summing probabilities gives

$$T=4t^2\sum_{x,y}|G(x,y)|^2 .$$

The conductance is $T/2\pi$ per spin in atomic units, because a one-dimensional channel carries current $dE/2\pi$ in an energy interval $dE$.

Choose $t=0.10$ eV and a spacing of 3 Å, round parameters not fitted to GeSb$_2$Te$_4$. Let $W=0.8$ eV stand for the annealed side and $W=3.0$ eV for the disordered side.

**States.** At $E=0$, counting eigenvalues gives $n=0.955$ per eV per site for weak disorder and $0.324$ for strong disorder. These counts are for $L=6$; other sizes, energy windows and samples move them by up to about 0.013 and 0.005, so the third digits are not significant. The ratio is $0.34$: states are spread over a wider range, but no gap appears. Per volume, the second value is $0.324/3^3=0.0120$ per eV per Å$^3$; per site it is also 8.8 per hartree.

**Transport.** Typical transmission means $\exp\langle\ln T\rangle$.

| $L$ | $W=0.8$ eV | $W=3.0$ eV |
|---|---|---|
| 4 | 1.69 | $9.8\times10^{-3}$ |
| 6 | 2.58 | $3.3\times10^{-3}$ |
| 8 | 3.37 | $3.8\times10^{-4}$ |
| 10 | 4.17 | $0.9\times10^{-4}$ |

For weak disorder $T/L$ stays between 0.41 and 0.43, consistent with Ohm's law, since area divided by length is $L$. For strong disorder $T$ falls by a factor of about 110 in these samples. The standard error of $\langle\ln T\rangle$ at $L=10$ is 0.31, and a larger set of samples gives $1.8\times10^{-4}$ there and a fall of about 60. The size of the fall is thus known only to a factor of about two, which is far less than the fall itself.

**Wave functions.** The participation number $1/\sum_i|\psi(i)|^4$ equals the number of occupied sites for a state spread evenly over them. From $L=7$ to $L=11$ the volume grows by $1331/343=3.9$. Near $E=0$ the mean participation number grows from 74 to 254 sites for weak disorder, a factor 3.4, but only from 4.4 to 4.9 for strong disorder (4.5 to 5.5 with other samples and a wider energy window).

These finite cubes are numerical evidence for a metal at 0.8 eV and an insulator at 3.0 eV. They neither prove the infinite-size limit nor locate the transition.

## A gapped insulator for comparison

Replace the random energies by $+\Delta$ and $-\Delta$ on alternate sites. Write $H=H_0+\Delta S$, where $S=\pm1$ on the two sublattices. Hopping always changes sublattice, so $SH_0=-H_0S$, and

$$H^2=H_0^2+\Delta(H_0S+SH_0)+\Delta^2=H_0^2+\Delta^2 .$$

Hence $E^2=\varepsilon_{\mathbf k}^2+\Delta^2$, with $\varepsilon_{\mathbf k}$ the hopping energy. Since $\varepsilon_{\mathbf k}$ passes through zero, the gap is $2\Delta$. For $\Delta=0.2$ eV it is 0.4 eV.

At $E=0$ a wave must satisfy $\varepsilon_{\mathbf k}=\pm i\Delta$. Let $k_z=q+i\kappa$ along the transport direction. The imaginary part of $-2t\cos k_z$ is $2t\sin q\sinh\kappa$, so $|\sin q|\sinh\kappa=\Delta/2t$. The slowest decay has $|\sin q|=1$:

$$\sinh\kappa=\frac{\Delta}{2t}=1,\qquad \kappa=0.881 .$$

It occurs when the transverse hopping energy is zero. Transmission is an intensity, so two more layers multiply it by $e^{-4\kappa}=0.0294$ in a long sample; the numerical ratio agrees.

In cubes, $T$ falls from $2.6\times10^{-2}$ at $L=4$ to $3.0\times10^{-6}$ at $L=10$. Falling transmission is common to both insulators. In these two models the density of states at the Fermi level distinguishes them: zero in the ordered crystal, finite in the disordered one. Strong enough disorder added to the gapped crystal can fill its gap.

## The general statement

For the uniform disorder defined above, two results hold.

**(a) States.** For $|E|<W/2$, and for every periodic cube with $L\ge3$,

$$\frac1W\left[1-\frac{2z^2t^2}{W(W/2-|E|)}\right]\le n(E)\le\frac1W .$$

**(b) Transport.** For $0<s<1$ define

$$A=\frac{(2/W)^s}{1-s},\qquad b=t^sA,\qquad g=(z-1)b .$$

If $g<1$, then at $E=0$

$$\langle T^{s/2}\rangle\le(2t)^sL^2A\,\frac{z}{z-1}\,\frac{g^{L-1}}{1-g}\longrightarrow0 .$$

The lower bound in (a) does not depend on $L$. At $E=0$ it is positive for $W>2zt$, which is 1.2 eV here. At $W=3.0$ eV the subtracted term is $4(36)(0.01)/9=0.16$, so $n(0)\ge0.84/3.0=0.28$ per eV per site. The absence of a gap there is therefore proved, although localization at this $W$ rests on the numerical evidence.

## Proof that the states remain

Separate site $i$ from the rest. Let $G^{(i)}=(E-H^{(i)})^{-1}$ be the Green function with $i$ removed. Eliminating the other amplitudes from $(E-H)\psi=|i\rangle$ gives

$$G_{ii}=\frac1{E-\varepsilon_i-\Sigma_i(E)},\qquad \Sigma_i=t^2\sum_{j,k\sim i}G^{(i)}_{jk},$$

where $j$ and $k$ run over neighbours of $i$. Crucially, $\Sigma_i$ does not contain $\varepsilon_i$.

An eigenvalue $E_a$ with weight on $i$ is a zero of $D(E)=E-\varepsilon_i-\Sigma_i(E)$. The residue of $G_{ii}$ there is $|\psi_a(i)|^2=1/D'(E_a)$. Since $\Sigma_i$ is a sum of poles with positive weights, $\Sigma_i'\le0$ and $D'\ge1$. The rule for a delta function of a function then gives

$$\sum_a|\psi_a(i)|^2\delta(E-E_a)=\delta\bigl(E-\varepsilon_i-\Sigma_i(E)\bigr).$$

Average over $\varepsilon_i$, whose probability density is $1/W$, and then over the other energies:

$$n(E)=\frac1W\,{\rm Prob}\bigl(|E-\Sigma_i(E)|\le W/2\bigr).$$

The upper bound follows because a probability is at most one. At $W=3.0$ eV and $E=0$, this formula gives 0.325 per eV per site, against 0.324 from eigenvalues of separate samples.

For the lower bound, large $|\Sigma_i|$ must be shown to be rare. Let $v=z^{-1/2}\sum_{j\sim i}|j\rangle$. Then $\Sigma_i=zt^2\langle v|G^{(i)}|v\rangle$. Write the neighbours' energies as $\varepsilon_j=u+d_j$, with $d_1=0$, and hold the $d_j$ and all other energies fixed. Eliminating every site except the neighbours leaves the matrix $-(u+B)^{-1}$ on them, where $B$ is real, symmetric and independent of $u$. In its eigenbasis,

$$\langle v|G^{(i)}|v\rangle=-f(u),\qquad f(u)=\sum_k\frac{w_k}{u+b_k},\qquad \sum_kw_k=1 .$$

Here $w_k\ge0$; drop zero weights and merge equal poles. For $r>0$, $f$ exceeds $r$ between each pole $-b_k$ and the next root $u_k$ of $f=r$, because $f$ decreases between poles. Multiplying $f=r$ by all denominators gives

$$r\prod_k(u+b_k)-\sum_kw_k\prod_{l\ne k}(u+b_l)=0 .$$

The two leading coefficients show that $\sum_ku_k=-\sum_kb_k+1/r$. The total length with $f>r$ is thus $\sum_k(u_k+b_k)=1/r$. The set $f<-r$ has the same length by the same argument, so $|f|>r$ on a total length $2/r$.

Next count the allowed differences $d_2,\ldots,d_z$. Together with $d_1=0$ they must span at most $W$. If $d_1$ is the smallest, the others fill a volume $W^{z-1}$. Any of the $z$ neighbours may be the smallest, and shifting the origin to it preserves volume, so the total is $zW^{z-1}$. The joint density is $W^{-z}$, hence

$${\rm Prob}(|f|>r)\le W^{-z}\,zW^{z-1}\,\frac2r=\frac{2z}{Wr}.$$

Setting $r=y/(zt^2)$ yields

$${\rm Prob}(|\Sigma_i|>y)\le\frac{2z^2t^2}{Wy}.$$

If $|E-\Sigma_i|>W/2$, then $|\Sigma_i|>W/2-|E|$. Taking this as $y$ gives the lower bound in (a).

## Proof that transport vanishes

Now include the leads and set $E=0$. Their terms $-it$ are diagonal, so removing a site works as before. Let $V_{xx'}=-t$ for neighbours. The row of $G$ belonging to $x$, multiplied by the columns of $-H-\Sigma_{\rm leads}$ for the other sites, must vanish. Solving for its off-diagonal part gives, for $x\ne y$,

$$G(x,y)=G(x,x)\sum_{x'\sim x}V_{xx'}G^{(x)}(x',y).$$

The last factor is independent of $\varepsilon_x$. Moreover $G(x,x)=1/(a-\varepsilon_x)$, where $a$ may be complex but is also independent of $\varepsilon_x$. Since $|a-\varepsilon_x|\ge|{\rm Re}\,a-\varepsilon_x|$, and the integral of $|\varepsilon|^{-s}$ over an interval of length $W$ is largest when the interval is centred at zero,

$$\langle|G(x,x)|^s\rangle_{\varepsilon_x}\le\frac2W\int_0^{W/2}\varepsilon^{-s}d\varepsilon=\frac{(2/W)^s}{1-s}=A .$$

The restriction $s<1$ makes the integral finite. Using $|\sum_jc_j|^s\le\sum_j|c_j|^s$,

$$\langle|G(x,y)|^s\rangle\le b\sum_{x'\sim x}\langle|G^{(x)}(x',y)|^s\rangle .$$

Repeat this for each $x'$. Visited sites have been removed, so the steps form self-avoiding walks, which end at $y$ with a last factor $A$:

$$\langle|G(x,y)|^s\rangle\le A\sum_{{\rm walks}\ x\to y}b^{\,\rm length}.$$

At most $z(z-1)^{m-1}$ such walks of length $m$ leave a given site. Reaching the opposite face takes at least $L-1$ steps, and there are $L^2$ starting sites. Since $s/2<1$, the same inequality for powers of sums gives

$$\langle T^{s/2}\rangle\le(2t)^s\sum_{x,y}\langle|G(x,y)|^s\rangle\le(2t)^sL^2A\frac z{z-1}\sum_{m=L-1}^{\infty}g^m ,$$

and summing the geometric series proves (b). The mean conductance vanishes too: flux conservation gives $T\le L^2$, so $\langle T\rangle\le L^{2-s}\langle T^{s/2}\rangle\to0$.

It remains to choose $s$. With $X=\ln(W/2t)>1$,

$$\ln g=\ln(z-1)-sX-\ln(1-s).$$

The derivative $-X+1/(1-s)$ vanishes at $s=1-1/X$, a minimum because the second derivative is positive. There $g=2e(z-1)(t/W)\ln(W/2t)$, so $g<1$ requires

$$W>2e(z-1)t\ln\frac W{2t}.$$

For $t=0.10$ eV this means $W>10.86$ eV. It is a sufficient condition, not the transition. At $W=20$ eV, $s=0.783$ and $g=0.626$, while (a) gives $n(0)\ge0.0498$ per eV per site, close to its ceiling $1/W=0.05$. Both halves of the claim are then proved in one system. The transport bound is loose, and more so as the cube grows. It is 1.7 at $L=8$, where the sampled mean is of order $10^{-6}$ ($3.5\times10^{-6}$ over 150 samples, $1.4\times10^{-6}$ over about 1200, since a few samples supply much of it). Between $L=4$ and $L=8$ the mean shrinks by a factor of about 0.2 per layer, against $g=0.626$. The bound nevertheless tends to zero, reaching $1.3\times10^{-5}$ at $L=40$.

## Where the conclusion stops

The form of the disorder matters. Suppose each site energy is randomly $+U/2$ or $-U/2$. The random part of $H$ then multiplies the norm of any state by $U/2$, while hopping produces a norm of at most $zt$. Therefore

$$\|H\psi\|\ge(U/2-zt)\|\psi\| .$$

If $U>2zt$, no state lies at $E=0$: disorder itself has opened a gap. A finite density of states is thus a property to be established, not a consequence of disorder as such.

In GeSb$_2$Te$_4$ the Fermi level lies in a spectrum of several bands and need not be at a band centre. The energy of a site depends on the atoms and vacancies around it, so site energies are not independent, and electrons interact. None of this is in the model. The disorder needed to localize a state also depends on its energy, so the values of $W$ used here do not carry over to the material. The bounds on $n(E)$ and on averages of $|G|^s$ do not require the band centre, but they are proved here only for the stated disorder and independent electrons. When states are localized, long-range Coulomb repulsion pushes the single-particle density of states towards zero in a range around the Fermi level at low temperature (the Coulomb gap), and at finite temperature electrons can hop between localized states.

A change from insulating to metallic resistance therefore does not by itself identify a closing gap. For independent electrons the two explanations differ in whether the insulating phase has states at its Fermi level. In a real material the comparison must be made on an energy scale wider than any Coulomb gap. Evidence about those states is needed alongside evidence about transport. The numerical output below gives the model values in full.

## Numbers as computed

```
Hopping t = 0.10 eV; lattice spacing = 3.0 angstrom
Disorder W: weak 0.8 eV, strong 3.0 eV
W=0.8 eV, E=0.00 eV: DOS from levels 0.955, from Sigma 0.960 per eV per site
W=0.8 eV, E=0.20 eV: DOS from levels 0.923, from Sigma 0.928 per eV per site
W=3.0 eV, E=0.00 eV: DOS from levels 0.324, from Sigma 0.325 per eV per site
  proved lower bound: 0.280 per eV per site
W=3.0 eV, E=0.75 eV: DOS from levels 0.323, from Sigma 0.322 per eV per site
  proved lower bound: 0.227 per eV per site
Strong-disorder DOS at E=0: 8.82 per hartree per site
Strong-disorder DOS at E=0: 0.01200 per eV per cubic angstrom
DOS ratio strong/weak at E=0: 0.339
W=0.8 eV, L=4: typical T=1.691e+00, standard error of mean ln T=0.016
W=0.8 eV, L=6: typical T=2.576e+00, standard error of mean ln T=0.014
W=0.8 eV, L=8: typical T=3.368e+00, standard error of mean ln T=0.012
W=0.8 eV, L=10: typical T=4.168e+00, standard error of mean ln T=0.012
W=3.0 eV, L=4: typical T=9.808e-03, standard error of mean ln T=0.119
W=3.0 eV, L=6: typical T=3.311e-03, standard error of mean ln T=0.168
W=3.0 eV, L=8: typical T=3.760e-04, standard error of mean ln T=0.214
W=3.0 eV, L=10: typical T=8.708e-05, standard error of mean ln T=0.311
W=0.8 eV: participation number L=7 74.41 (error 0.98), L=11 253.63 (error 3.44) sites
W=3.0 eV: participation number L=7 4.42 (error 0.09), L=11 4.91 (error 0.14) sites
3x3 grid, W=1.0 eV, s=0.4: mean |G|^s 1.138, walk bound 13.233 eV^-s
Sufficient disorder for proof: W > 10.86 eV
Proof case W=20.0 eV: s=0.783, g=0.626
Proof case: DOS at E=0 at least 0.0498 per eV per site
Proof case L=4: mean T^(s/2)=2.573e-03, bound=2.711e+00
Proof case L=6: mean T^(s/2)=6.653e-05, bound=2.389e+00
Proof case L=8: mean T^(s/2)=3.496e-06, bound=1.664e+00
Proof case L=40: bound on mean T^(s/2)=1.281e-05
Band insulator: Delta=0.2 eV, gap=0.400 eV
Band insulator: decay constant kappa=0.8814 per lattice spacing
Band insulator: T(32)/T(30)=0.02944, predicted 0.02944
Band insulator, L=4: T=2.643e-02
Band insulator, L=6: T=1.559e-03
Band insulator, L=8: T=7.201e-05
Band insulator, L=10: T=3.049e-06
```
